**Lowest s–p gap of positronium in a spherical well, compared with kT**

The program tests the gap $\Delta=C(x_p^2-\pi^2)/R^2$, where $R$ is the well radius, $C=\hbar^2/(4m_e)$, $m_e$ is the electron mass and $x_p$ is the first positive root of $\tan x=x$. It finds $\Delta=kT$ at 300 K for $R=2.758$ nm. Symbolic assertions cover the separation of the two-body kinetic energy and the p-wave radial function. Further assertions compare the two roots with three-dimensional variational levels, and the gap, the thermal level sum and the soft-wall matching with radial grid diagonalization. The thin-shell probability law is asserted against quadrature to within 4 %, and the first-order effect of elongation against the variational result to within 10 % at an axis ratio of 1.02. The output shows that at this radius 34.3 % of thermalized positronium is in the lowest s level and 37.9 % in the lowest p level. Taken separately, a 1 eV wall changes the gap by −9.4 %, the finite size of positronium by roughly +6.0 %, and an axis ratio of 1.2 by −16.8 %.

## Numerical check

```python
"""
Positronium (Ps) in a hard spherical well of radius R.
Result under test: the lowest p-s gap is C*(x_p^2 - pi^2)/R^2 and equals
kT at 300 K for R near 2.8 nm. Here C = hbar^2/(2M), M = 2 electron masses,
and x_p is the first positive root of tan(x) = x.
Lengths are in nm and energies in eV inside the program.
The soft wall, Ps size, pore elongation and temperature are sized separately.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn

C = const.hbar**2 / (4 * const.m_e) / const.e * 1e18
k_B = const.k / const.e
temperature = 300.0
kT = k_B * temperature
x_s = np.pi
x_p = brentq(lambda x: np.sin(x) - x * np.cos(x), np.pi, 1.5 * np.pi)
gap_number = x_p**2 - x_s**2


def hard_gap(radius):
    return C * gap_number / radius**2


R_star = np.sqrt(C * gap_number / kT)


def grid_levels(l, radius, barrier=None, count=1, inner=1500):
    """Radial finite-difference levels; a finite barrier step lies midway
    between two grid points."""
    if barrier is None:
        step = radius / (inner + 1)
        n = inner
    else:
        step = radius / (inner + 0.5)
        n = int((radius + 2.0) / step)
    r = step * np.arange(1, n + 1)
    potential = C * l * (l + 1) / r**2
    if barrier is not None:
        potential = potential + np.where(r > radius, barrier, 0.0)
    return eigh_tridiagonal(2 * C / step**2 + potential,
                            np.full(n - 1, -C / step**2),
                            eigvals_only=True, select='i',
                            select_range=(0, count - 1))


def spheroid_levels(aspect, parity, order):
    """Variational levels (units C/R^2) with no angular momentum about the
    long axis, in a spheroid with the volume of a sphere of radius R.
    Coordinates are scaled to the unit ball; parity 0 even, 1 odd in z."""
    nodes, weights = np.polynomial.legendre.leggauss(24)
    s, mu = np.meshgrid((nodes + 1) / 2, nodes, indexing='ij')
    weight = (np.outer(weights / 2, weights) * s**2).ravel()
    rho = (s * np.sqrt(1 - mu**2)).ravel()
    z = (s * mu).ravel()
    wall = 1 - rho**2 - z**2
    long_axis, short_axis = aspect**(2 / 3), aspect**(-1 / 3)
    f, f_rho, f_z = [], [], []
    for i in range(order + 1):
        for j in range(order + 1 - i):
            p = 2 * j + parity
            poly = rho**(2 * i) * z**p
            value = wall * poly
            norm = np.sqrt(np.sum(weight * value**2))
            f.append(value / norm)
            f_rho.append((-2 * rho * poly
                          + wall * 2 * i * poly / rho) / norm)
            f_z.append((-2 * z * poly + wall * p * poly / z) / norm)
    f, f_rho, f_z = map(np.array, (f, f_rho, f_z))
    overlap = (f * weight) @ f.T
    energy = ((f_rho * weight) @ f_rho.T / short_axis**2
              + (f_z * weight) @ f_z.T / long_axis**2)
    return eigh(energy, overlap, eigvals_only=True)


# Two-body kinetic energy, in units hbar = m_e = 1, on a product state.
x1, x2, K, X, d = sp.symbols('x1 x2 K X d', real=True)
centre, relative = sp.sin(K * X), sp.exp(-d**2)
to_particles = {X: (x1 + x2) / 2, d: x1 - x2}
state = (centre * relative).subs(to_particles)
two_body = -(sp.diff(state, x1, 2) + sp.diff(state, x2, 2)) / 2
separated = (-sp.diff(centre, X, 2) * relative / 4
             - centre * sp.diff(relative, d, 2)).subs(to_particles)
assert sp.simplify(two_body - separated) == 0

# The p-wave radial function satisfies its differential equation.
y = sp.symbols('y', positive=True)
u_p = sp.sin(y) / y - sp.cos(y)
assert sp.simplify(sp.diff(u_p, y, 2) + (1 - 2 / y**2) * u_p) == 0

# Three-dimensional levels without use of radial separation.
even = spheroid_levels(1.0, 0, 5)
odd = spheroid_levels(1.0, 1, 5)
assert abs(even[0] - x_s**2) < 1e-5
assert abs(odd[0] - x_p**2) < 1e-4
assert even[1] > odd[0]

# Gap in physical units, and the stated radius.
grid_gap = grid_levels(1, R_star)[0] - grid_levels(0, R_star)[0]
assert abs(grid_gap / kT - 1) < 1e-4
assert abs(R_star - 2.8) < 0.05

# Thermal populations from all levels that matter.
scan = np.linspace(1.0, 20.0, 1500)
roots, degeneracy = [], []
for l in range(16):
    values = spherical_jn(l, scan)
    for i in np.where(values[:-1] * values[1:] < 0)[0]:
        roots.append(brentq(lambda x: spherical_jn(l, x),
                            scan[i], scan[i + 1]))
        degeneracy.append(2 * l + 1)
roots, degeneracy = np.array(roots), np.array(degeneracy)


def s_share(radius):
    exponent = -C * (roots**2 - x_s**2) / (radius**2 * kT)
    return 1 / np.sum(degeneracy * np.exp(exponent))


share_s = s_share(R_star)
share_p = 3 * np.exp(-hard_gap(R_star) / kT) * share_s
ground = grid_levels(0, R_star)[0]
grid_sum = sum((2 * l + 1) * np.sum(np.exp(
    -(grid_levels(l, R_star, count=5) - ground) / kT)) for l in range(16))
assert abs(share_s * grid_sum - 1) < 1e-3
R_95 = brentq(lambda radius: s_share(radius) - 0.95, 0.5, R_star)

# Probability in the outer shell, by quadrature and by the thin-shell law.
shell = 0.17
thin = shell / R_star


def shell_probability(function):
    total = quad(lambda r: function(r)**2, 0, 1)[0]
    return quad(lambda r: function(r)**2, 1 - thin, 1)[0] / total


shell_s = shell_probability(lambda r: np.sin(x_s * r))
shell_p = shell_probability(lambda r: r * spherical_jn(1, x_p * r))
law_s, law_p = (2 / 3 * x**2 * thin**3 for x in (x_s, x_p))
assert abs(shell_s / law_s - 1) < 0.04
assert abs(shell_p / law_p - 1) < 0.04

# Soft wall: match inner waves to decaying outer waves.
barrier = 1.0


def soft_gap(radius):
    def mismatch_s(q):
        kappa = np.sqrt((barrier - C * q**2 / radius**2) / C)
        return q / radius * np.cos(q) + kappa * np.sin(q)

    def mismatch_p(q):
        kappa = np.sqrt((barrier - C * q**2 / radius**2) / C)
        w = kappa * radius
        inside = np.sin(q) / q - np.cos(q)
        slope_in = q / radius * (np.cos(q) / q - np.sin(q) / q**2
                                 + np.sin(q))
        outside = 1 + 1 / w
        slope_out = -kappa * (1 + 1 / w + 1 / w**2)
        return slope_in * outside - inside * slope_out

    q_s = brentq(mismatch_s, np.pi / 2, np.pi)
    q_p = brentq(mismatch_p, np.pi, x_p)
    return C * (q_p**2 - q_s**2) / radius**2


soft = soft_gap(R_star)
soft_grid = (grid_levels(1, R_star, barrier)[0]
             - grid_levels(0, R_star, barrier)[0])
assert abs(soft / soft_grid - 1) < 5e-4
R_soft = brentq(lambda radius: soft_gap(radius) - kT, 1.5, 4.0)
penetration = np.sqrt(C / barrier)

# Internal Ps size: the 1s density falls as exp(-separation/a0).
separation = (quad(lambda r: r**3 * np.exp(-r), 0, np.inf)[0]
              / quad(lambda r: r**2 * np.exp(-r), 0, np.inf)[0])
assert abs(separation - 3) < 1e-7
a0 = const.physical_constants['Bohr radius'][0] * 1e9
ps_arm = separation * a0 / 2
size_gap = hard_gap(R_star - ps_arm)
rydberg = const.physical_constants['Rydberg constant times hc in eV'][0]
internal = rydberg / 2 * (1 - 1 / 4)

# Elongated pore of equal volume.
aspect = 1.2


def spheroid_gap(ratio, order):
    return (spheroid_levels(ratio, 1, order)[0]
            - spheroid_levels(ratio, 0, order)[0])


long_gap = spheroid_gap(aspect, 5)
basis_shift = long_gap - spheroid_gap(aspect, 4)
assert abs(basis_shift) < 1e-3
small_ratio = 1.02
small_change = spheroid_gap(small_ratio, 5) - gap_number
small_law = -8 / 15 * x_p**2 * np.log(small_ratio)
assert abs(small_change / small_law - 1) < 0.1
long_law = -8 / 15 * x_p**2 * np.log(aspect)
R_long = np.sqrt(C * long_gap / kT)

hot = 400.0
R_hot = np.sqrt(C * gap_number / (k_B * hot))
hot_gap = grid_levels(1, R_hot)[0] - grid_levels(0, R_hot)[0]
assert abs(hot_gap / (k_B * hot) - 1) < 1e-4


def show(label, value, unit='', digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def percent(gap):
    return 100 * (gap / kT - 1)


show("Temperature", temperature, "K", 0)
show("Thermal energy kT", 1e3 * kT, "meV")
show("C = hbar^2/(4 m_e)", 1e3 * C, "meV nm^2")
show("s root pi", x_s, digits=5)
show("p root x_p", x_p, digits=5)
show("s root squared", x_s**2, digits=4)
show("p root squared", x_p**2, digits=4)
show("Difference of squared roots", gap_number, digits=4)
show("Variational s root squared", even[0], digits=4)
show("Variational p root squared", odd[0], digits=4)
show("Next even level, root squared", even[1], digits=4)
show("Well radius R* with gap = kT", R_star, "nm")
show("s level at R*", 1e3 * C * x_s**2 / R_star**2, "meV")
show("p level at R*", 1e3 * C * x_p**2 / R_star**2, "meV")
show("Gap at R* from radial grid", 1e3 * grid_gap, "meV")
show("Gap at R = 2.8 nm", 1e3 * hard_gap(2.8), "meV")
show("Gap at R = 2.8 nm over kT", hard_gap(2.8) / kT)
show("p/s population ratio at R*", share_p / share_s)
show("s share of all Ps at R*", 100 * share_s, "%", 1)
show("p share of all Ps at R*", 100 * share_p, "%", 1)
show("Well radius with 95 % in s", R_95, "nm")
show("Gap over kT at that radius", hard_gap(R_95) / kT)
show("Shell thickness (rough input)", shell, "nm", 2)
show("Pore radius R* minus shell", R_star - shell, "nm", 2)
show("s probability in shell", 100 * shell_s, "%", 4)
show("p probability in shell", 100 * shell_p, "%", 4)
show("Thin-shell law, s", 100 * law_s, "%", 4)
show("Thin-shell law, p", 100 * law_p, "%", 4)
show("p/s shell probability ratio", shell_p / shell_s)
show("Barrier (rough input)", barrier, "eV", 1)
show("Penetration length at zero energy", penetration, "nm")
show("Soft-wall gap at R*", 1e3 * soft, "meV")
show("Soft-wall change of gap", percent(soft), "%", 1)
show("Soft-wall radius with gap = kT", R_soft, "nm")
show("Mean particle distance from Ps centre", ps_arm, "nm")
show("Ps-size change of gap (estimate)", percent(size_gap), "%", 1)
show("Ps-size radius with gap = kT (estimate)", R_star + ps_arm, "nm")
show("First internal excitation of Ps", internal, "eV", 2)
show("Internal excitation over kT", internal / kT, digits=0)
show("Aspect ratio (chosen input)", aspect, digits=1)
show("Spheroid gap number", long_gap, digits=4)
print(f"Spheroid basis shift, order 4 to 5: {basis_shift:.1e}")
show("Spheroid change of gap", 100 * (long_gap / gap_number - 1), "%", 1)
show("First-order spheroid change", 100 * long_law / gap_number, "%", 1)
show("Equal-volume radius, spheroid gap = kT", R_long, "nm")
show("Higher temperature", hot, "K", 0)
show("Well radius with gap = kT there", R_hot, "nm")
print("tests ok")
```

It prints:

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
C = hbar^2/(4 m_e): 19.050 meV nm^2
s root pi: 3.14159
p root x_p: 4.49341
s root squared: 9.8696
p root squared: 20.1907
Difference of squared roots: 10.3211
Variational s root squared: 9.8696
Variational p root squared: 20.1907
Next even level, root squared: 33.2175
Well radius R* with gap = kT: 2.758 nm
s level at R*: 24.721 meV
p level at R*: 50.573 meV
Gap at R* from radial grid: 25.852 meV
Gap at R = 2.8 nm: 25.079 meV
Gap at R = 2.8 nm over kT: 0.970
p/s population ratio at R*: 1.104
s share of all Ps at R*: 34.3 %
p share of all Ps at R*: 37.9 %
Well radius with 95 % in s: 1.370 nm
Gap over kT at that radius: 4.053
Shell thickness (rough input): 0.17 nm
Pore radius R* minus shell: 2.59 nm
s probability in shell: 0.1530 %
p probability in shell: 0.3110 %
Thin-shell law, s: 0.1541 %
Thin-shell law, p: 0.3153 %
p/s shell probability ratio: 2.033
Barrier (rough input): 1.0 eV
Penetration length at zero energy: 0.138 nm
Soft-wall gap at R*: 23.424 meV
Soft-wall change of gap: -9.4 %
Soft-wall radius with gap = kT: 2.618 nm
Mean particle distance from Ps centre: 0.079 nm
Ps-size change of gap (estimate): 6.0 %
Ps-size radius with gap = kT (estimate): 2.837 nm
First internal excitation of Ps: 5.10 eV
Internal excitation over kT: 197
Aspect ratio (chosen input): 1.2
Spheroid gap number: 8.5824
Spheroid basis shift, order 4 to 5: -1.7e-09
Spheroid change of gap: -16.8 %
First-order spheroid change: -19.0 %
Equal-volume radius, spheroid gap = kT: 2.515 nm
Higher temperature: 400 K
Well radius with gap = kT there: 2.388 nm
tests ok
```
